# Optimal Cooling Power of a Normal-Insulator-Superconductor Junction

## Problem

A normal metal N at temperature $T$ is joined through a tunnel barrier to a BCS superconductor S at temperature $T_S$, whose gap at that temperature is $\Delta$. The junction has normal-state resistance $R$. A voltage $V$ places the chemical potential of N at $eV$ above that of S, with $e>0$.

Each electrode is in internal equilibrium. Tunnelling is treated to lowest order, the density of states of N and the tunnelling matrix element are constant near the Fermi level, and Andreev reflection and leakage through states inside the gap are neglected.

(a) Find the heat $P$ leaving N per unit time, and the current.

(b) For $T_S=T$ and $t=kT/\Delta\to0$, show that the largest cooling power is

$$P_{\max}\simeq 0.59\,\frac{\Delta^2}{e^2R}\left(\frac{kT}{\Delta}\right)^{3/2},$$

reached at a bias $eV$ just below $\Delta$, and find that bias.

(c) Find the first correction in $t$, and the efficiency $P/(IV)$ at the optimum.

(d) Evaluate the results for $\Delta=0.2$ meV, $R=1$ kΩ, $T=T_S=0.3$ K, and determine where the law of part (b) fails.

## Solution

### (a) Heat flow and current

Let $\varepsilon$ be an electron's energy relative to the chemical potential of N. Removing this electron takes heat $\varepsilon$ from N, because heat is the energy change minus the chemical potential times the change in particle number. An electron entering at $\varepsilon$ removes heat $-\varepsilon$.

In S, an electron operator is a mixture of quasiparticle operators, $c^\dagger=u\gamma_0^\dagger+v\gamma_1$, with

$$u^2=\tfrac12\left(1+\frac{\xi}{E}\right),\qquad v^2=\tfrac12\left(1-\frac{\xi}{E}\right),\qquad E=\sqrt{\xi^2+\Delta^2}.$$

Here $\xi$ is the normal-state energy. An electron leaving N arrives with energy $\varepsilon+eV$ relative to the chemical potential of S. It either creates a quasiparticle, which needs $\varepsilon_1=E-eV$, or destroys one, which needs $\varepsilon_2=-E-eV$. Each process has a reverse. With $f(w)=1/(e^{w/kT}+1)$ for N and $f_S$ for S, the golden-rule weights are:

- leave N and create: $u^2f(\varepsilon_1)(1-f_S)$;
- enter N and destroy: $u^2[1-f(\varepsilon_1)]f_S$;
- leave N and destroy: $v^2f(\varepsilon_2)f_S$;
- enter N and create: $v^2[1-f(\varepsilon_2)](1-f_S)$.

Leaving minus entering gives $u^2[f(\varepsilon_1)-f_S]$ for the first pair and $v^2[f(\varepsilon_2)+f_S-1]$ for the second. Since $f(\varepsilon_2)=1-f(E+eV)$, the second becomes $v^2[f_S-f(E+eV)]$. Multiplying by the heats $\varepsilon_1$ and $\varepsilon_2$ gives

$$u^2(E-eV)[f(E-eV)-f_S]+v^2(E+eV)[f(E+eV)-f_S].$$

The states $\xi$ and $-\xi$ have the same $E$, and their $u^2$ add to 1, as do their $v^2$. The sum over both is therefore an integral over $\xi>0$ without coherence factors. With $d\xi=n_S\,dE$ and $n_S(E)=E/\sqrt{E^2-\Delta^2}$,

$$P=\frac1{e^2R}\int_\Delta^\infty n_S\big[(E-eV)f(E-eV)+(E+eV)f(E+eV)-2Ef_S(E)\big]dE, \tag{1}$$

$$I=\frac1{eR}\int_\Delta^\infty n_S\big[f(E-eV)-f(E+eV)\big]dE. \tag{2}$$

The prefactor is fixed by the normal state. For $\Delta=0$, where $n_S=1$, the integral in (2) is $\int_{-eV}^{eV}f(w)\,dw=eV$, because $f(w)+f(-w)=1$. Hence $I=V/R$, as required. In the same limit with $T_S=T$, equation (1) gives

$$P=-\frac1{e^2R}\int_0^{eV}w[f(w)+f(-w)]dw=-\frac{V^2}{2R}.$$

N then receives half of the Joule heat. With both electrodes at the same temperature, cooling in this model needs the gap, which blocks the colder electrons while letting hot ones through.

### (b) The optimum at low temperature

**Separating the small terms.** Write the integral in (1) as $M+M'-B$, in the order of its three terms. The term $B$ is the back-flow, carried by quasiparticles thermally excited in S. For $kT_S\ll\Delta$, replace $f_S$ by $e^{-E/kT_S}$ and set $E=\Delta\cosh y$, so that $n_S\,dE=\Delta\cosh y\,dy$:

$$B\simeq2\Delta^2\int_0^\infty\cosh^2y\;e^{-(\Delta/kT_S)\cosh y}dy
=\Delta^2\left[K_0\!\left(\frac{\Delta}{kT_S}\right)+K_2\!\left(\frac{\Delta}{kT_S}\right)\right].$$

This uses $2\cosh^2y=1+\cosh2y$ and $K_n(z)=\int_0^\infty e^{-z\cosh y}\cosh(ny)\,dy$. At large $z$, $K_n(z)\simeq\sqrt{\pi/2z}\,e^{-z}$, so for $T_S=T$

$$B\simeq\Delta^2\sqrt{2\pi t}\;e^{-1/t}. \tag{3}$$

Equation (1) is even in $V$, so take $V\ge0$. In $M'$, $wf(w)<we^{-w/kT}$ with $w=E+eV$, and this bound falls with $w$ for $w>kT$. Thus $M'$ is no larger than half the Boltzmann form of $B$. Both terms are exponentially small, while $M$ will turn out to follow a power of $t$.

**Why the bias lies below the gap edge.** Suppose $eV\ge\Delta$ and put $w=E-eV$ in $M$. Electrons with $w<0$ contribute negatively. Those with $w>0$ contribute $\int_0^\infty n_S(eV+w)\,wf(w)\,dw$. Since $n_S$ decreases with energy, this is at most $\int_0^\infty n_S(\Delta+w)\,wf(w)\,dw$, the value of $M$ at $eV=\Delta$. The search can therefore be limited to $eV\le\Delta$.

**Scaling.** Set $E=\Delta+kTx$ and $eV=\Delta-a\,kT$, with $a\ge0$. Then $E-eV=kT(x+a)$. With $s=tx$,

$$n_S=\frac{1+s}{\sqrt{s(2+s)}}=\frac{h(s)}{\sqrt{2s}},\qquad h(s)=\frac{1+s}{\sqrt{1+s/2}}.$$

The factor $h$ satisfies $1\le h(s)\le1+\frac34s$. The lower bound follows from $(1+s)^2\ge1+s/2$. The upper one follows from

$$(1+\tfrac34s)^2(1+\tfrac12s)=1+2s+\tfrac{21}{16}s^2+\tfrac9{32}s^3\ge(1+s)^2.$$

The energy factor and $dE$ each supply one $kT$, and $n_S$ supplies $t^{-1/2}$:

$$\frac{M}{\Delta^2}=\frac{t^{3/2}}{\sqrt2}\int_0^\infty\frac{x^{-1/2}h(tx)(x+a)}{e^{x+a}+1}dx. \tag{4}$$

Define

$$G(a)=\int_0^\infty\frac{x^{-1/2}(x+a)}{e^{x+a}+1}dx,\qquad
H(a)=\int_0^\infty\frac{x^{1/2}(x+a)}{e^{x+a}+1}dx.$$

The integrands are positive for $a\ge0$, so the bounds on $h$ give

$$\frac{G(a)}{\sqrt2}\le\frac{M}{\Delta^2t^{3/2}}\le\frac{G(a)}{\sqrt2}+\frac{3t}{4\sqrt2}H(a). \tag{5}$$

**Closed forms.** For $j>-1$ let

$$F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{e^{x-\eta}+1}.$$

Expanding the Fermi factor in powers of $e^{-(x+a)}$ gives, for $a>0$,

$$F_j(-a)=\sum_{n=1}^\infty(-1)^{n+1}\frac{e^{-na}}{n^{j+1}}.$$

Hence $dF_j/d\eta=F_{j-1}$, which also defines $F_{-3/2}$. Since $\Gamma(1/2)=\sqrt\pi$ and $\Gamma(3/2)=\sqrt\pi/2$,

$$G(a)=\sqrt\pi\left[\tfrac12F_{1/2}(-a)+aF_{-1/2}(-a)\right],$$
$$H(a)=\tfrac{\sqrt\pi}{4}\left[3F_{3/2}(-a)+2aF_{1/2}(-a)\right].$$

The derivative $H'(a)=-\frac{\sqrt\pi}4[F_{1/2}(-a)+2aF_{-1/2}(-a)]$ is negative, so $H(a)\le H(0)=1.153$. The error in (5) is therefore at most $0.611\,t$ for every $a\ge0$.

**The maximum of $G$.** Each derivative with respect to $a$ brings a minus sign from the argument $-a$:

$$G'(a)=\sqrt\pi\left[\tfrac12F_{-1/2}(-a)-aF_{-3/2}(-a)\right].$$

A stationary point requires

$$a\,r(a)=\tfrac12,\qquad r(a)=\frac{F_{-3/2}(-a)}{F_{-1/2}(-a)}. \tag{6}$$

To show that there is one solution, let $k(w)=-\frac{d}{dw}(e^w+1)^{-1}=\frac14\cosh^{-2}(w/2)$. Differentiating the integral for $F_{-1/2}(-a)$ gives the numerator of $r$, and integrating it by parts gives the denominator:

$$r(a)=\frac{\int_0^\infty x^{-1/2}k(x+a)dx}{2\int_0^\infty x^{1/2}k(x+a)dx}.$$

This is the average of $1/(2x)$ with weight $\sqrt x\,k(x+a)$. If $a$ rises to $a'$, the weight is multiplied by $k(x+a')/k(x+a)$. The logarithmic derivative of this factor is $\tanh\frac{x+a}2-\tanh\frac{x+a'}2<0$. Weight moves to smaller $x$, where $1/(2x)$ is larger, so $r$ rises. Thus $a\,r(a)$ grows steadily from zero without bound and crosses $\frac12$ once. There $G'$ turns from positive to negative.

A numerical root search on (6), with the $F_j$ evaluated as polylogarithms, gives $a_0=0.6645$, $F_{1/2}(-a_0)=0.4407$ and $F_{-1/2}(-a_0)=0.3819$. Therefore

$$G(a_0)=\sqrt\pi\,(0.2204+0.6645\times0.3819)=0.840,$$
$$c_0=\frac{G(a_0)}{\sqrt2}=0.594.$$

By (5), the maximum of $M/(\Delta^2t^{3/2})$ lies between $c_0$ and $c_0+0.611\,t$. The other two terms vanish exponentially, so

$$\boxed{P_{\max}\simeq0.59\,\frac{\Delta^2}{e^2R}\left(\frac{kT}{\Delta}\right)^{3/2},\qquad eV_{\rm opt}\simeq\Delta-0.66\,kT.}$$

The position follows too: the scaled curves approach $G/\sqrt2$ uniformly, and $G$ has a single maximum and vanishes at large $a$.

**Two limits in bias.** Well below the gap edge, $a\gg1$, each $F_j(-a)$ tends to $e^{-a}$ and $G\simeq\sqrt\pi(a+\frac12)e^{-a}$. Each electron removes more heat, but exponentially few can tunnel. This form holds while $eV$ is still many $kT$, so that the back-flow stays negligible.

Above the gap at $T=T_S=0$, electrons tunnel from below the chemical potential of N. Since $n_S=d\sqrt{E^2-\Delta^2}/dE$, integration by parts gives

$$P=-\frac1{e^2R}\int_\Delta^{eV}n_S(eV-E)\,dE=-\frac1{e^2R}\int_\Delta^{eV}\sqrt{E^2-\Delta^2}\,dE.$$

This is heating. For $eV\gg\Delta$ it equals $-V^2/2R+(\Delta^2/e^2R)\left[\frac14+\frac12\ln(2eV/\Delta)\right]$ up to terms that vanish, so its ratio to the normal-state value $-V^2/2R$ tends to 1. The optimum lies between these regimes.

### (c) First correction and efficiency

For small $s$, $h(s)=1+\frac34s+O(s^2)$. Equation (4) then gives

$$\frac{M}{\Delta^2t^{3/2}}=\frac1{\sqrt2}\left[G(a)+\tfrac34tH(a)\right]+O(t^2).$$

The added term moves the optimum by an amount of order $t$. Because $G'(a_0)=0$, this shift changes $G$ only at order $t^2$, so $H$ may be taken at $a_0$, where it equals $0.891$:

$$P_{\max}\simeq\frac{\Delta^2}{e^2R}t^{3/2}(c_0+c_1t),\qquad c_1=\frac{3H(a_0)}{4\sqrt2}=0.472. \tag{7}$$

Since $H'<0$, the correction favours smaller $a$, so the optimum moves closer to the gap edge.

For the current, the same scaling applied to (2) gives

$$I\simeq\frac{\Delta}{eR}\sqrt{\frac t2}\int_0^\infty\frac{x^{-1/2}dx}{e^{x+a_0}+1}
=\frac{\Delta}{eR}\sqrt{\frac{\pi t}{2}}\,F_{-1/2}(-a_0)=0.479\,\frac{\Delta}{eR}\sqrt t.$$

With $V\simeq\Delta/e$ at leading order, the efficiency is

$$\frac{P}{IV}\simeq\frac{G(a_0)}{\sqrt\pi F_{-1/2}(-a_0)}\,t=1.24\,\frac{kT}{\Delta}.$$

It is small because an electron removes heat of order $kT$ while the source supplies about $\Delta$. Each electron taken from N at $\varepsilon$ brings $\varepsilon+eV$ to S, so S receives $P+IV$.

### (d) Numbers and range of validity

At $0.3$ K, $kT=0.02585$ meV, so $t=0.1293$ and $t^{3/2}=0.04647$. The power unit is

$$\frac{\Delta^2}{e^2R}=\frac{(0.2\times10^{-3}\ \mathrm V)^2}{1000\ \Omega}=40\ \mathrm{pW}.$$

The leading law gives $40\times0.594\times0.04647=1.10$ pW at $V=0.183$ mV. The corrected law (7) gives

$$40\times0.04647\times(0.594+0.472\times0.1293)=1.22\ \mathrm{pW}.$$

The Bessel form of the back-flow is $0.018$ pW, which lowers this to $1.20$ pW.

For comparison, the full integral (1) was evaluated by the trapezoidal rule in $\xi$ and maximized numerically over bias. It gives **1.20 pW at 0.184 mV**. The leading law is about 8% below this value.

The current at the full optimum is $38.0$ nA. The source supplies $IV=38.0\times0.1844=7.01$ pW, so the efficiency is $1.196/7.008=0.171$; the leading formula gives $0.160$. The superconductor receives $1.196+7.008=8.204$ pW. If this heat is not carried away, $T_S$ rises and the assumption $T_S=T$ fails.

The full integral at other biases, for the same junction, gives:

| $eV/\Delta$ | $P$ (pW) |
|---:|---:|
| 0.5 | 0.20 |
| 0.8 | 0.95 |
| 0.9 | 1.18 |
| 1.0 | 1.01 |
| 1.1 | 0.04 |
| 1.2 | −1.92 |

Cooling survives slightly above the gap edge, because thermally excited electrons still leave N. It has become heating by $eV=1.2\Delta$.

To see where the law fails, the same maximization was repeated at other temperatures with $T_S=T$:

| $t$ | $(\Delta-eV_{\rm opt})/kT$ | $P_{\max}$ / leading law |
|---:|---:|---:|
| 0.01 | 0.659 | 1.008 |
| 0.05 | 0.639 | 1.039 |
| 0.10 | 0.615 | 1.075 |
| 0.20 | 0.576 | 0.983 |
| 0.30 | 0.575 | 0.616 |

At small $t$ the ratio rises, as the positive $c_1$ requires. It peaks at about $1.08$ near $t=0.13$, and beyond that the growing back-flow pulls it down. By (3), its size relative to the leading law is

$$\frac{\sqrt{2\pi t}\,e^{-1/t}}{c_0t^{3/2}}=4.2\,\frac{e^{-1/t}}t,$$

which is about $0.002$ at $t=0.1$, $0.14$ at $t=0.2$ and $0.5$ at $t=0.3$. These values are somewhat low, because (3) keeps only the leading term of $K_0+K_2$ at large $\Delta/kT$. From $K_n(z)\simeq\sqrt{\pi/2z}\,e^{-z}[1+(4n^2-1)/8z]$, the next term multiplies (3) by $1+\frac78t$, which adds about a quarter at $t=0.3$. The good agreement at $t=0.2$ is thus a cancellation between two corrections of opposite sign. At $t=0.3$ the leading law overestimates the cooling by more than half of the true model value.

When $T_S\ne T$, the Fermi factor in the main term is still set by the temperature of N, and $T_S$ enters that term only through the gap $\Delta$. The back-flow depends on $T_S$ directly, through the factor $e^{-\Delta/kT_S}$ when $kT_S\ll\Delta$. A hot superconductor can therefore cancel the cooling of a cold metal. At very low $T$ the neglected leakage and Andreev currents also matter: their heating need not vanish as $T^{3/2}$, so in a real junction they can set the limit.

Numerical values quoted here were computed with a short program.
